# Muon relaxation in fluctuating Gaussian fields: Abragam function and Redfield rate, part 2

A measured muon relaxation rate is to be converted into the strength of the local fields that cause it. For a transverse signal with known fluctuation rate $\nu$, the question is whether the rate equals $\Delta^2/\nu$ or $2\Delta^2/\nu$. This part turns to relaxation along the applied field $B$, which defines $z$.

Rates are in $\mu\mathrm s^{-1}$ and fields in mT; pure model checks use $\Delta=1$. Here $\omega=\gamma B$, with $\gamma$ the gyromagnetic ratio, and $b_i$ is $\gamma$ times a local field component. The $b_i$ are independent, stationary Gaussian processes with zero mean and correlation $\langle b_i(t)\,b_j(t')\rangle=\delta_{ij}\,\Delta^2e^{-\nu|t-t'|}$. Thus $b_i(t+dt)=e^{-\nu dt}b_i(t)+\eta$, with $\eta$ independent of the whole past.

The polarization of one muon spin is $\mathbf M$. With $M_+=M_x+iM_y$ and $b_+=b_x+ib_y$,

$$\dot M_+=i(\omega+b_z)M_+-ib_+M_z,\qquad \dot M_z=\operatorname{Im}(b_+^*M_+).\tag{1}$$

Averages of products obey

$$\frac{d}{dt}\langle b_iM_j\rangle=-\nu\langle b_iM_j\rangle+\langle b_i\dot M_j\rangle.\tag{4}$$

For a muon starting along $x$, fluctuations along $z$ alone give exactly the Abragam function $G$:

$$P_x(t)=G(t)\cos\omega t,\qquad G(t)=\exp\!\left[-\frac{\Delta^2}{\nu^2}\left(e^{-\nu t}-1+\nu t\right)\right].\tag{3}$$

For isotropic fields this requires $\omega\gg\nu$ and $\omega\gg\Delta$. Its static limit is $e^{-\Delta^2t^2/2}$; its fast-limit rate, the Abragam rate, is $\Delta^2/\nu$. The telegraph field in the numerical output jumps between $\pm\Delta$ at the rate $\nu/2$ in each direction.

For isotropic fields with $\Delta\ll\nu$, the transverse decay rate $R$ and frequency shift $\delta\omega$ are

$$R=\frac{\Delta^2}{\nu}+\frac{\Delta^2\nu}{\nu^2+\omega^2},\qquad \delta\omega=\frac{\Delta^2\omega}{\nu^2+\omega^2}.\tag{5}$$

Now the muon starts along $z$, and $P_z=\langle M_z\rangle$. For weak static perpendicular fields and $\Delta t\ll1$,

$$P_z\simeq1-\frac{2\Delta^2}{\omega^2}(1-\cos\omega t).\tag{6}$$

### Fluctuating fields: the Redfield rate

Let $X=\langle b_+^*M_+\rangle$, so that $\dot P_z=\operatorname{Im}X$. Equations (1) and (4) give, without approximation,

$$\dot X=-(\nu-i\omega)X+i\langle b_+^*b_zM_+\rangle-i\langle|b_+|^2M_z\rangle.\tag{7}$$

At leading order the fields are averaged separately from the spin. The first bracket then vanishes and the second is $2\Delta^2P_z$. Write $z=\nu-i\omega$. At the start $M_+=0$ and hence $X(0)=0$, so the solution is

$$X(t)=-2i\Delta^2\int_0^te^{-z\tau}P_z(t-\tau)\,d\tau.$$

If $P_z$ changes little during the memory time $1/\nu$, then $P_z(t-\tau)$ may be replaced by $P_z(t)$. Because $\operatorname{Im}(-iq)=-\operatorname{Re}q$,

$$\frac{dP_z}{dt}=-2\Delta^2P_z\int_0^te^{-\nu\tau}\cos\omega\tau\,d\tau=-2\Delta^2P_z\operatorname{Re}\frac{1-e^{-zt}}{z}.$$

For $\nu t\gg1$ the exponential is gone. With $\operatorname{Re}(1/z)=\nu/(\nu^2+\omega^2)$ the decay rate is

$$\lambda=\frac{2\Delta^2\nu}{\nu^2+\omega^2}.\tag{8}$$

The factor 2 counts the two perpendicular field components. The remaining factor measures how strongly the fluctuations are present at the frequency $\omega$: only a field that keeps step with the precession goes on turning the spin in one direction.

### Testing the limits of the rate

At zero applied field $\lambda=2\Delta^2/\nu$. This equals $R$ at $\omega=0$, as it must, because isotropic fields then single out no direction. For $\omega\gg\nu$ the rate is $2\Delta^2\nu/\omega^2$ and falls as the field is raised. At fixed $\omega$, $\lambda$ is largest where $\nu/(\nu^2+\omega^2)$ is, at $\nu=\omega$, and there equals $\Delta^2/\omega$.

Integrating the rate equation from the start gives the transient as well:

$$\ln P_z=-\lambda t+2\Delta^2\operatorname{Re}\frac{1-e^{-zt}}{z^2}.\tag{9}$$

In the static limit $z=-i\omega$, $\lambda=0$ and $1/z^2=-1/\omega^2$. Equation (9) becomes $\ln P_z=-(2\Delta^2/\omega^2)(1-\cos\omega t)$, which is equation (6) to leading order, with the same restriction to $\Delta t\ll1$. In general $|1-e^{-zt}|\le2$, so the transient term is at most $4\Delta^2/(\nu^2+\omega^2)$ in magnitude.

### How wrong is the rate?

Two approximations entered: the spin was taken as constant over the memory time, and fields were averaged apart from the spin. Their effects on $\lambda$ can be found to next order in $\Delta^2$.

At late times every average decays with $P_z$, so $\dot X\simeq-\lambda X$. Define the parts neglected in equation (7),

$$Y=\langle(|b_+|^2-2\Delta^2)M_z\rangle,\qquad Z=\langle b_+^*b_zM_+\rangle.$$

Equation (7) then reads $(z-\lambda)X=-i(2\Delta^2P_z+Y-Z)$.

Both $Y$ and $Z$ contain two field factors. Applying $b_i(t+dt)=e^{-\nu dt}b_i(t)+\eta$ to each factor shows that $|b_+|^2-2\Delta^2$ and $b_+^*b_z$ lose memory at the rate $2\nu$. The constant $2\Delta^2$ is what makes this hold for the first, since $\langle|\eta|^2\rangle=2\Delta^2(1-e^{-2\nu dt})$.

For $Y$, the source is $\operatorname{Im}\langle(|b_+|^2-2\Delta^2)b_+^*M_+\rangle$. Split the field factor as

$$(|b_+|^2-2\Delta^2)b_+^*=(|b_+|^2-4\Delta^2)b_+^*+2\Delta^2b_+^*.$$

The first part is the cubic combination with no admixture of a single field; its average with the spin is of higher order. The second gives $2\Delta^2\operatorname{Im}X=2\Delta^2\dot P_z=-2\Delta^2\lambda P_z$. Dividing by the loss rate $2\nu$,

$$Y=-\frac{\Delta^2\lambda}{\nu}P_z,\qquad \frac{Y}{2\Delta^2P_z}=-\frac{\lambda}{2\nu}=-\frac{\Delta^2}{\nu^2+\omega^2}.$$

For $Z$, equation (1) supplies the rotation $i\omega Z$ and the source $i\langle b_+^*b_z^2M_+\rangle\simeq i\Delta^2X$. The other source, $-i\langle|b_+|^2b_zM_z\rangle$, is of higher order. Its single-field part is $-2i\Delta^2\langle b_zM_z\rangle$, and by equations (1) and (4) $\langle b_zM_z\rangle$ is driven only by $\operatorname{Im}Z$, which is of order $\Delta^4$. This part is therefore of order $\Delta^6$, as is the cubic remainder. With the leading $X=-2i\Delta^2P_z/z$,

$$Z=\frac{i\Delta^2X}{2\nu-i\omega}=\frac{2\Delta^4P_z}{z(2\nu-i\omega)}.$$

The corrected rate is $\lambda'=-\operatorname{Im}X/P_z$. Expanding $1/(z-\lambda)\simeq1/z+\lambda/z^2$,

$$\lambda'=2\Delta^2\operatorname{Re}\left[\frac1z+\frac{\lambda}{z^2}-\frac{\Delta^2}{\nu^2+\omega^2}\,\frac1z-\frac{\Delta^2}{z^2(2\nu-i\omega)}\right].$$

The real parts needed are

$$\operatorname{Re}\frac1{z^2}=\frac{\nu^2-\omega^2}{(\nu^2+\omega^2)^2},\qquad
\operatorname{Re}\frac1{z^2(2\nu-i\omega)}=\frac{2\nu^3-4\nu\omega^2}{(\nu^2+\omega^2)^2(4\nu^2+\omega^2)}.$$

Dividing by $\lambda=2\Delta^2\nu/(\nu^2+\omega^2)$ gives

$$\frac{\lambda'}{\lambda}=1+\frac{\Delta^2}{\nu^2+\omega^2}\,f,\qquad
f=\frac{2(\nu^2-\omega^2)}{\nu^2+\omega^2}-1+\frac{4\omega^2-2\nu^2}{4\nu^2+\omega^2}.\tag{10}$$

With $u=\omega^2/\nu^2$ this is $f=1+4/(1+u)-18/(4+u)$. It is below 1, because $4(4+u)<18(1+u)$. It is above $-1$, because that requires $2u^2-4u+6>0$, which holds for all $u$. For the Gaussian process, the leading relative error of the Redfield rate is therefore smaller in magnitude than $\Delta^2/(\nu^2+\omega^2)$. The coefficient $f$ depends on more than the correlation function. For a hopping muon, whose field is redrawn at the rate $\nu$ from the same Gaussian distribution, equation (8) is unchanged but $f=-1$ for all $u$.

Reference rates come from continuing the chain of field-spin averages to high order instead of closing it. In units of $\Delta$, the ratios to equation (8) are:

| $\nu$ | $\omega$ | reference | eq. (10) |
|---|---|---|---|
| 10 | 0 | 1.00506 | 1.00500 |
| 10 | 10 | 0.99696 | 0.99700 |
| 1 | 20 | 1.00237 | 1.00241 |
| 0.25 | 20 | 1.00246 | 1.00249 |

### The condition, and a case that violates it

The requirement is

$$2\Delta^2\ll\nu^2+\omega^2,\qquad\text{which is the same as}\qquad\lambda\ll\nu,$$

since $\lambda/\nu=2\Delta^2/(\nu^2+\omega^2)$. Fast fluctuation is sufficient but not necessary. The last row of the table has $\nu=\Delta/4$, and the rate is still good to a quarter of a percent because the applied field is large.

Slow fluctuations without an applied field are different. At $\nu=\Delta/2$, $\omega=0$ and $\Delta t=1$, equation (8) gives $\lambda=4\Delta$ and a polarization $e^{-4}=0.018$; the reference value is 0.400. Two conditions behind equation (8) fail here. The coupling is not weak, since $2\Delta^2/\nu^2=8$, so the decay does not settle to the rate $4\Delta$ even at later times. And $\nu t=0.5$, so the initial transient is not over. Equation (9), which keeps this transient, reads $\ln P_z=-(2\Delta^2/\nu^2)(e^{-\nu t}-1+\nu t)=-8\times0.1065=-0.852$ at $\omega=0$ and gives 0.43, so the transient accounts for most of the discrepancy at this time. More than half of the polarization is lost before a constant rate could be reached, and $e^{-\lambda t}$ does not describe the decay.

### Worked example

The model parameters are round numbers: an rms local field of 0.5 mT per component and $\nu=4\ \mu\mathrm s^{-1}$. The muon's magnetic moment gives $\gamma=0.8516$ rad/($\mu$s mT). Then

$$\Delta=0.8516\times0.5=0.4258\ \mu\mathrm s^{-1},\quad \Delta^2=0.1813\ \mu\mathrm s^{-2},\quad \frac{\Delta^2}{\nu}=0.0453\ \mu\mathrm s^{-1},\quad \frac{\Delta^2}{\nu^2}=0.0113.$$

**Transverse field of 100 mT.** Here $\omega=85.2$ rad/$\mu$s, far above both $\nu$ and $\Delta$. At $t=4\ \mu$s, $\nu t=16$ and

$$G=\exp[-0.01133\,(16-1)]=0.844.$$

The envelope with all three field components is 0.843.

**Transverse field of 2 mT.** Now $\omega=1.703$ rad/$\mu$s is below $\nu$, and equation (5) gives

$$R=0.0453+\frac{0.1813\times4}{16+2.90}=0.0453+0.0384=0.0837\ \mu\mathrm s^{-1}.$$

The reference rate is 0.0840, which is 1.85 times the Abragam rate. Reading it as $\Delta^2/\nu$ would give a local field too large by $\sqrt{1.85}=1.36$.

**Longitudinal field.** The numerator of equation (8) is $2\times0.1813\times4=1.450\ \mu\mathrm s^{-3}$. At 5 mT, $\omega=4.258$ rad/$\mu$s and $\lambda=1.450/(16+18.13)=0.0425\ \mu\mathrm s^{-1}$. The scan gives:

| $B$ (mT) | eq. (8) ($\mu$s$^{-1}$) | reference ($\mu$s$^{-1}$) |
|---|---|---|
| 0 | 0.09066 | 0.09118 |
| 5 | 0.04250 | 0.04235 |
| 10 | 0.01639 | 0.01637 |
| 20 | 0.00474 | 0.00474 |

By equation (8), the rate falls to half its zero-field value where $\omega=\nu$, at $B=\nu/\gamma=4.70$ mT.

**Inverting a scan.** A single rate cannot separate $\Delta$ from $\nu$, but the field dependence can. Equation (8) turned over is linear in $B^2$:

$$\frac1\lambda=\frac{\nu}{2\Delta^2}+\frac{\gamma^2}{2\Delta^2\nu}B^2.$$

The ratio of intercept to slope is $\nu^2/\gamma^2$. Using the reference rates at 0 and 10 mT as data, the intercept is $1/0.09118=10.97\ \mu$s and the slope is $(61.09-10.97)/100=0.501\ \mu\mathrm s\,\mathrm{mT}^{-2}$. Hence

$$\nu=0.8516\sqrt{\frac{10.97}{0.501}}=3.98\ \mu\mathrm s^{-1},\qquad \Delta=\sqrt{\frac{3.98}{2\times10.97}}=0.426\ \mu\mathrm s^{-1}.$$

The input was 4 and 0.4258. These data contain no noise, so the difference of 0.4 percent in $\nu$ is the error of the leading-order formula. The inversion assumes that the field statistics do not change with $B$. If the fields come from moments that precess in $B$, they do change. For classical proton dipoles in a powder with the same $\Delta$ and $\nu$, the same two-point scan returns $\nu=3.64\ \mu\mathrm s^{-1}$ and $\Delta=0.406\ \mu\mathrm s^{-1}$.

**A slow case.** Keep $\Delta$ and lower the fluctuation rate to $\nu=0.1\ \mu\mathrm s^{-1}$, in a transverse field high enough for equation (3). At $t=4\ \mu$s, $\nu t=0.4$, $e^{-0.4}-1+0.4=0.0703$ and $\Delta^2/\nu^2=18.13$, so $G=e^{-1.275}=0.279$. The static Gaussian gives 0.2345, and the exponential $e^{-\Delta^2t/\nu}$ gives 0.0007. For the Gaussian process the full Abragam function is needed here: the static form is already 16 percent too low relative to it, and the narrowed form does not apply. A Gaussian distribution of fields is not enough to make equation (3) exact. A muon that hops at the rate $\nu$ between sites with the same Gaussian distribution gives 0.292 here, and 0.356 instead of 0.321 at $\nu=\Delta$, $\Delta t=2$.

For the conversion posed at the outset, a transverse rate in the fast regime is $\Delta^2/\nu$ when $\omega\gg\nu$ and $2\Delta^2/\nu$ when $\omega\ll\nu$. Between these, equation (5) should be used with the actual field. This rule holds for isotropic fields whose correlation $\Delta^2e^{-\nu|t-t'|}$ does not depend on $B$. It fails when the moments that produce the field precess in $B$ at a frequency $\omega_n$ comparable with or above $\nu$. For classical dipoles in a powder, only two fifths of the variance of $b_z$ comes from the non-precessing component of the moments. The high-field rate then becomes $(\Delta^2/\nu)\,[2/5+(3/5)\,\nu^2/(\nu^2+\omega_n^2)]$. For protons at 100 mT and $\nu=4\ \mu\mathrm s^{-1}$ this is $0.41\,\Delta^2/\nu$, and reading it as $\Delta^2/\nu$ would give a field too small by a factor 0.64. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Tests in units Delta = 1
G(t=2), nu=1: paths 0.316, Abragam 0.321
Pz(t=2), nu=1, omega=2: paths 0.411, generator 0.405
Telegraph field, nu=1, t=3: -0.124, Abragam 0.129
Longitudinal rate: nu, omega, exact/Redfield
  10.00   0.0 1.00506
  10.00  10.0 0.99696
   1.00  20.0 1.00237
   0.25  20.0 1.00246
Error ratio on doubling nu at omega=0: 4.04
Failure, nu=0.5, omega=0, t=1: exact Pz 0.400, Redfield 0.018
Isotropic, nu=1, omega=40, t=2: envelope 0.3210, Abragam 0.3213
Worked example
gamma = 0.85162 rad/(us mT)
rms field = 0.5 mT, Delta = 0.4258 1/us, nu = 4.0 1/us
Delta^2/nu^2 = 0.01133
Abragam rate Delta^2/nu = 0.04533 1/us
omega at 100 mT = 85.16 rad/us
100 mT transverse: t/us, Abragam, exact isotropic envelope
   1.0 0.9664 0.9663
   4.0 0.8437 0.8433
  10.0 0.6428 0.6421
2 mT transverse rate: exact 0.08404, with nonsecular term 0.08370 1/us
  exact / Abragam rate = 1.854
Longitudinal: B/mT, omega/(rad/us), Redfield, exact (1/us)
   0.0  0.000 0.09066 0.09118
   2.0  1.703 0.07674 0.07680
   5.0  4.258 0.04250 0.04235
  10.0  8.516 0.01639 0.01637
  20.0 17.032 0.00474 0.00474
Field halving the rate, nu/gamma = 4.697 mT
From exact rates at 0 and 10 mT: nu = 3.984, Delta = 0.4262 1/us
Slow case nu = 0.1 1/us: t/us, Abragam, static Gaussian, exp(-Delta^2 t/nu)
  1.0 0.9160 0.9133 0.1631
  2.0 0.7120 0.6958 0.0266
  4.0 0.2794 0.2345 0.0007
```
